The Herbert-Jones-Thouless relation and localization in the Lloyd model

An electron on a disordered chain has an amplitude that grows or decays by some factor per site. The logarithm of that factor, γ, has no dimension. If the chain has hopping energy t and site energies spread over a width Γ, γ can depend on the energy E only through the ratios E/t and Γ/t. When |E| is much larger than both t and Γ, a typical step along the chain multiplies the growing amplitude by nearly E/t, so γ should approach ln(|E|/t). A sum over energy levels with this limit suggests an average of ln(|E−E′|/t) over the levels E′, with weight one per site and with t as the reference energy. Symmetry adds a further condition. Changing the sign of ψ on every second site reverses the sign of the hopping, and so turns the chain with energies ε_n at energy E into the chain with energies −ε_n at energy −E. For a symmetric distribution of site energies, γ is therefore even in E.

These arguments suggest the relation but do not prove it. Let the chain obey

t(ψ_{n+1} + ψ_{n−1}) + ε_n ψ_n = E ψ_n,  t > 0,

with E real. The ε_n are independent and share a probability density p(ε) ≤ p_max, and the mean ⟨ln(1+|ε|/t)⟩ is finite. Angle brackets denote the average over disorder. The algebra holds in atomic units or any other consistent units. Solving for ψ_{n+1} gives

(ψ_{n+1}, ψ_n)ᵀ = T_n (ψ_n, ψ_{n−1})ᵀ,  T_n = [[(E−ε_n)/t, −1], [1, 0]].

With M_N = T_N…T_1, the Lyapunov exponent per site is

γ(E) = lim_{N→∞} N⁻¹ ⟨ln‖M_N‖⟩.

The limit exists. Since ‖AB‖ ≤ ‖A‖‖B‖ and the sites are independent and alike, a_N = ⟨ln‖M_N‖⟩ satisfies a_{m+n} ≤ a_m + a_n. The logarithmic moment makes a_1 finite, and det M_N = 1 forces ‖M_N‖ ≥ 1, so a_N ≥ 0. For such a subadditive sequence, a_N/N converges to its greatest lower bound. The Furstenberg-Kesten theorem adds that N⁻¹ ln‖M_N‖ has the same limit in almost every single realization.

The claim to be proved, the Herbert-Jones-Thouless relation, is

γ(E) = ∫ ρ(E′) ln(|E−E′|/t) dE′,  (1)

where ρ is the density of states per site.

The link between growth and spectrum is a determinant. Let D_{j..k} = det(E−H_{j..k}) for the open chain of sites j to k, with D = 1 for an empty chain. Expansion along the last row gives

D_{1..n} = (E−ε_n) D_{1..n−1} − t² D_{1..n−2}.

After division by tⁿ this is the recursion for ψ_{n+1}. The start (ψ_1, ψ_0) = (1, 0) gives ψ_2 = (E−ε_1)/t = D_{1..1}/t, so ψ_{N+1} = D_{1..N}/t^N. The start (0, 1) gives (ψ_2, ψ_1) = (−1, 0), which is minus the first start moved along by one site. Hence, for N ≥ 2,

M_N = [[D_{1..N}/t^N, −D_{2..N}/t^{N−1}], [D_{1..N−1}/t^{N−1}, −D_{2..N−1}/t^{N−2}]].

Call the first entry m. It might be accidentally small while another entry is large, so its relation to the norm needs an estimate. Define

r_L = t D_{2..N}/D_{1..N},  r_R = t D_{1..N−1}/D_{1..N},  r′ = t D_{2..N−1}/D_{2..N}.

The entries divided by m are 1, −r_L, r_R and −r_L r′. The norm is at least |m| and at most the sum of the absolute entries, so

|m| ≤ ‖M_N‖ ≤ |m| (1+|r_L|)(1+|r_R|)(1+|r′|).

By the recursion, r_R = t/(E−ε_N−Σ), where Σ = t²D_{1..N−2}/D_{1..N−1} does not contain ε_N. The other two ratios have the same form, r_L with ε_1 and r′ with ε_N. Zero denominators have probability zero, because p is a density. At fixed x = E−Σ, with ln⁺y the larger of ln y and 0,

⟨ln⁺(t/|x−ε|)⟩ ≤ p_max ∫_{−t}^{t} ln(t/|s|) ds = 2t p_max.

Since ln(1+y) ≤ ln 2 + ln⁺y, the three factors together give

0 ≤ ⟨ln‖M_N‖⟩ − ⟨ln|m|⟩ ≤ 3(ln 2 + 2t p_max).

This difference is bounded independently of N and disappears after division by N. As D_{1..N} is the product of E−E_j over the N levels E_j of the open chain,

γ(E) = lim_{N→∞} N⁻¹ ⟨Σ_j ln(|E−E_j|/t)⟩.  (2)

It remains to replace the sum by an integral over ρ. The logarithm is unbounded both at E and at infinity, so convergence of the level distribution alone is not enough.

Let n_N(x) be the mean number of levels not above x. Joining chains of m and n sites adds one bond, a matrix with eigenvalues t and −t and zeros otherwise. It is the sum of a positive and a negative matrix of rank one. By the min-max principle, the first lowers the count by zero or one and the second raises it by zero or one. Therefore

|n_{m+n}(x) − n_m(x) − n_n(x)| ≤ 1.

Joining k chains of N sites gives |n_{kN}/(kN) − n_N/N| ≤ 1/N. Exchanging k and N gives |n_{kN}/(kN) − n_k/k| ≤ 1/k. Thus n_N/N and n_k/k differ by at most 1/N + 1/k, and a limit 𝒩(x) exists with

|n_N(x)/N − 𝒩(x)| ≤ 1/N for every x.  (3)

Next, levels cannot crowd together on average. Let G(z) = (z−H)⁻¹ with z = x+iη and η > 0. Eliminating all sites but n gives G_nn = 1/(z−ε_n−Σ_n), where Σ_n is t² times the end-site Green functions of the neighbouring pieces. It is independent of ε_n and has Im Σ_n ≤ 0. With u = x−Re Σ_n and b = η−Im Σ_n > 0,

−Im G_nn/π = (b/π)/((u−ε_n)²+b²).

As a function of ε_n this is a Lorentzian of unit area, so its average is at most p_max. The left side is the local density smoothed over η. Averaging over sites and letting η → 0 shows that the mean density of levels per site is at most p_max for every N. By (3) the same bound applies to increments of 𝒩, so ρ = d𝒩/dx exists almost everywhere, 𝒩 is its integral, and ρ ≤ p_max.

For δ < t, levels within δ of E then contribute to the averaged sum in (2), divided by N, an amount of magnitude at most

p_max ∫_{−δ}^{δ} ln(t/|s|) ds = 2p_max δ[1+ln(t/δ)],

which vanishes with δ, uniformly in N.

For the tails, the hopping part of H has norm at most 2t. Weyl's inequality then says that the levels and the site energies, both sorted in increasing order, satisfy |E_j−ε_(j)| ≤ 2t. For R > |E|+t, levels with |E_j| > R contribute at most

⟨ln(1+(|E|+|ε|+2t)/t)⟩ restricted to |ε| > R−2t.

This vanishes as R → ∞ because the logarithmic moment is finite. In the remaining region, δ < |E′−E| and |E′| < R, the logarithm is smooth. Integration by parts and (3) show that replacing the finite-chain distribution by 𝒩 changes the result by at most C/N, where C depends on δ and R but not on N. Taking N → ∞, then δ → 0 and R → ∞, turns (2) into (1). The estimates near E and in the tails also hold for ρ, so the integral converges. This proves the relation at every real energy.

Both assumptions on p do work here. A distribution concentrated on discrete values has no finite p_max, and this proof does not then cover it. Without the logarithmic moment the tail estimate is lost. A finite variance, on the other hand, was not needed.

The relation can be seen at work for site energies uniform over a full width of 4 eV, with t = 0.8 eV and E = 0.5 eV. Random transfer products for 2000 chains, each followed for 2500 sites after 300 discarded ones, give γ = 0.2628 ± 0.0002. Diagonalizing 250 separately drawn chains of 800 sites and averaging ln(|E−E_j|/t) gives 0.2615 ± 0.0012. The uncertainties are standard errors. The two values differ by about one combined standard error, and the free ends can also shift the second by an amount of order 1/800.

The Lloyd model takes the Cauchy density

p(ε) = (Γ/π)/(ε²+Γ²),  Γ > 0.

Its mean and variance are undefined, because ⟨|ε|⟩ diverges, but its logarithmic moment is finite and p_max = 1/(πΓ), so (1) applies.

The density of states follows from a contour integral. For Im z = η > 0, let one ε_n take complex values with Im ε_n ≤ 0. The imaginary part of z−H is then at least η, so G(z) is analytic in ε_n there and bounded in norm by 1/η. In the average over ε_n,

∫ (Γ/π) G/[(ε_n−iΓ)(ε_n+iΓ)] dε_n,

close the contour clockwise through the lower half-plane. The arc vanishes because the density falls as 1/|ε_n|². The pole at −iΓ contributes

(−2πi)(Γ/π)/(−2iΓ) = 1

times G at ε_n = −iΓ. Each site can be treated in turn, because the bound survives when other site energies have already been replaced by −iΓ. Hence

⟨G(z)⟩ = (z+iΓ−H_0)⁻¹,

where H_0 is the clean chain. Cauchy disorder acts on the average Green function as a uniform imaginary energy.

For an open clean chain of N sites, the functions sin(nθ) with θ = πk/(N+1), k = 1 to N, vanish at sites 0 and N+1 and have energies 2t cos θ. The mean density is therefore a sum of Lorentzians centred at these energies. As N → ∞ the sum becomes

ρ(x) = (1/π) ∫_0^π (Γ/π)/[(x−2t cos θ)²+Γ²] dθ.

Inserting this in (1) requires the Lorentzian average of a logarithm. For Im v > 0, ln(v−s) is analytic for s in the lower half-plane and grows only logarithmically, so the same contour gives its average as ln(v+iΓ). The real part, continued to real v through an integrable singularity, is

∫ (Γ/π)/(s²+Γ²) ln|v−s| ds = ln|v+iΓ|.  (4)

With s = x−2t cos θ and v = E−2t cos θ, equation (1) becomes

γ(E) = (1/π) ∫_0^π ln(|E+iΓ−2t cos θ|/t) dθ.

To evaluate the integral, write

E+iΓ = 2t cosh κ,  κ = g+iq,  g > 0,  0 < q < π.

This is possible because y+1/y = (E+iΓ)/t has two reciprocal roots. Neither lies on the unit circle, where the left side would be real. Take the root with |y| > 1 and set y = e^κ. Separating real and imaginary parts gives

E = 2t cosh g cos q,  Γ = 2t sinh g sin q,

and Γ > 0 requires sin q > 0. Now factorize:

2cosh κ−2cos θ = e^κ (1−e^{−κ+iθ})(1−e^{−κ−iθ}).

The integrand is even in θ, so its mean over half a turn equals that over a full turn. For |w| < 1,

ln|1−w e^{iθ}| = −Re Σ_{m≥1} w^m e^{imθ}/m,

and every term averages to zero. Only the factor e^κ contributes, so γ = Re κ = g.

To remove q, use 2cosh²(κ/2) = cosh κ+1 and 2sinh²(κ/2) = cosh κ−1, together with |cosh(κ/2)|² = (cosh γ+cos q)/2 and |sinh(κ/2)|² = (cosh γ−cos q)/2. Then

|E+iΓ+2t| = 2t(cosh γ+cos q),
|E+iΓ−2t| = 2t(cosh γ−cos q).

Their sum is the exact Lyapunov exponent of the Lloyd model:

4t cosh γ = √((E+2t)²+Γ²) + √((E−2t)²+Γ²).  (5)

In the plane of complex energy, lines of constant γ are ellipses with foci at the band edges ±2t. The angle q has a meaning too. The logarithm averaged over θ, before its real part is taken, is κ apart from a constant. Its derivative with respect to E is the site-diagonal average Green function:

⟨G_nn⟩ = dκ/dE = dγ/dE + i dq/dE.

Hence ρ = −(1/π) dq/dE. As q → π for E → −∞, the integrated density is 𝒩 = 1−q/π. Growth and level counting thus belong to one analytic function, κ = γ+iπ(1−𝒩).

The same γ can be obtained without the density of states. The determinant D_{1..N} is the determinant with site n removed times (E−ε_n−Σ_n). The average (4) also holds when v lies in the upper half-plane, and Im Σ_n ≤ 0 remains true as earlier sites are replaced by −iΓ. Averaging site by site therefore gives, for a finite chain,

⟨ln|D_{1..N}(E)|⟩ = ln|det(E+iΓ−H_0)|.

The clean determinant divided by t^N obeys d_n = 2cosh κ d_{n−1}−d_{n−2}, with d_0 = 1 and d_1 = 2cosh κ. Its solution is

d_N = sinh((N+1)κ)/sinh κ.

For large N, N⁻¹ ln|d_N| tends to Re κ, and (2) again gives γ = Re κ.

Equation (5) contains the limits. At the band centre it gives cosh²γ = 1+Γ²/(4t²), or

sinh γ(0) = Γ/(2t).

This is the smallest value of γ. The derivative of the right side of (5) is f(E+2t)+f(E−2t) with f(s) = s/√(s²+Γ²), an odd increasing function, so the derivative is positive for E > 0 and negative for E < 0. Thus γ > 0 at every energy for any Γ > 0. For weak disorder inside the clean band, 2t sin q approaches √(4t²−E²), and Γ = 2t sinh γ sin q gives

γ ≈ Γ/√(4t²−E²).

The estimate fails near the band edge, where the square root vanishes. At E = 2t, cosh κ = 1+iΓ/(2t) gives κ² ≈ iΓ/t, so

γ ≈ √(Γ/(2t)).

For Γ = 0.002 eV and t = 0.8 eV, (5) gives γ = 0.0014434 at E = 0.8 eV, equal to the first estimate to the digits shown. At the edge, E = 1.6 eV, it gives 0.035359 against an estimate of 0.035355. Outside the band, γ tends to arccosh(|E|/2t) as Γ → 0, the decay rate of an evanescent wave in the clean chain. For |E| much larger than t and Γ, (5) gives γ ≈ ln(|E|/t), as the opening argument required.

Because det M_N = 1, growth in one direction as e^{γN} is accompanied by decay in another as e^{−γN}. If these rates hold at the energy of a normalizable state, that state must follow the decaying direction on both sides, so with site spacing a its amplitude has the decay length

ξ = a/γ,

and its probability density has half that length. A positive γ at each fixed energy does not by itself prove that all states are localized. The exceptional realizations have probability zero at each energy, but they may differ from one energy to another, and a proof of pure point spectrum must control all energies together.

For a numerical case take the round parameters t = 0.8 eV, Γ = 0.2 eV and a = 3 Å. At the band centre sinh γ = 0.2/1.6 = 0.125, so γ = 0.1247 and ξ = 24.06 Å, or 45.47 bohr. At E = 0.8 eV the two distances in (5) are

√(2.4²+0.2²) = 2.40832 eV,  √(0.8²+0.2²) = 0.82462 eV.

Dividing their sum by 4t = 3.2 eV gives cosh γ = 1.01029, hence γ = 0.1434 and ξ = 20.93 Å. The same steps at the clean band edge and outside it complete the set:

E = 0: ρ = 0.197 per eV, γ = 0.1247, ξ = 24.06 Å
E = 0.8 eV: ρ = 0.225 per eV, γ = 0.1434, ξ = 20.93 Å
E = 1.6 eV: ρ = 0.290 per eV, γ = 0.3571, ξ = 8.40 Å
E = 2.4 eV: ρ = 0.026 per eV, γ = 0.9707, ξ = 3.09 Å

Here ρ is counted per site. Adaptive numerical quadrature of the logarithmic integral (1) gives the same γ as (5) to six decimals at all four energies. Random transfer products, with the chain numbers and lengths used for the uniform distribution, give 0.1247 ± 0.0002, 0.1432 ± 0.0002, 0.3575 ± 0.0003 and 0.9709 ± 0.0003.

Of these four energies, the clean band edge has the largest density of states, yet its decay length is about a third of that at the centre. A high density of states at E does not by itself imply a long decay length: equation (1) weighs the levels at all distances from E. Outside the clean band, at 2.4 eV, the density is small but not zero, and the amplitude falls by a factor e over about one site spacing.

Numerical values quoted here were computed with a short program.
